\section*{Radiation and gas conduction between a hot wafer and a plate}

\section*{Question}

A silicon wafer near 1300 K faces a slightly hotter plate across 1 cm of hydrogen. How much heat crosses the gap by radiation, how much by conduction through the gas, and how does their ratio change with temperature, gap and surface?

\section*{Answer: the model}

Take two wide, parallel, black surfaces at temperatures $T_1>T_2$, a distance $d$ apart. The gas between them is at rest, neither absorbs nor emits radiation, and has conductivity $k$. Fluxes are counted positive from hot to cold. A transfer coefficient is the net flux divided by $\Delta T=T_1-T_2$, and $T=(T_1+T_2)/2$ is the mean temperature.

Since the gas exchanges no energy with the radiation, each heat flow is found as if the other were absent, and the two fluxes add. Hydrogen suits this assumption: its symmetric molecule has no oscillating dipole moment when it vibrates. Absorption by added process gases is left out.

\section*{Emission of a black surface}

Consider radiation in equilibrium in a periodic box of side $L$. The allowed wavevectors are $2\pi\mathbf n/L$ with integer components of $\mathbf n$, so the frequency is $\nu=c|\mathbf n|/L$. With two polarisations, the number of modes below $\nu$ is, for a large box,
\begin{equation}
N(\nu)=2\,\frac{4\pi}{3}\left(\frac{\nu L}{c}\right)^3,
\qquad
\frac{1}{L^3}\frac{dN}{d\nu}=\frac{8\pi\nu^2}{c^3}.
\end{equation}
A mode holding $m$ photons has energy $mh\nu$ above its ground state. Put $x=h\nu/(k_BT)$. The Boltzmann sum is $Z=\sum_{m\ge0}e^{-mx}=1/(1-e^{-x})$, and the mean photon number is
\begin{equation}
\langle m\rangle=-\frac{d\ln Z}{dx}=\frac{1}{e^x-1}.
\end{equation}
The thermal energy density is therefore
\begin{equation}
u=\int_0^\infty\frac{8\pi\nu^2}{c^3}\frac{h\nu}{e^{h\nu/k_BT}-1}\,d\nu
=\frac{8\pi(k_BT)^4}{h^3c^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}.
\end{equation}

To evaluate the integral, expand $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and use $\int_0^\infty x^3e^{-mx}dx=6/m^4$. The remaining sum follows from the Fourier series on $[-\pi,\pi]$,
\begin{equation}
x^2=\frac{\pi^2}{3}+4\sum_{m\ge1}\frac{(-1)^m}{m^2}\cos mx .
\end{equation}
Squaring, integrating and dividing by $\pi$ gives $2\pi^4/5=2\pi^4/9+16\sum m^{-4}$. Hence $\sum m^{-4}=\pi^4/90$, and the integral is $\pi^4/15$.

Radiation moves equally in all directions. The flux onto one side of a surface is
\begin{equation}
\frac{uc}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{uc}{4}.
\end{equation}
A black surface absorbs all of it, so in equilibrium it must emit the same amount:
\begin{equation}
M=\frac{uc}{4}=\sigma T^4,\qquad
\sigma=\frac{2\pi^5k_B^4}{15h^3c^2}.
\end{equation}
At 1300 K this is 161.95 kW/m$^2$. A direct sum over the modes of a finite box with $hc/(Lk_BT)=0.5$, omitting $\mathbf n=0$, gives 0.99857 of this value.

\section*{The radiative coefficient}

Between wide black plates, all that leaves one surface lands on the other and is absorbed. The net flux is $q_r=\sigma(T_1^4-T_2^4)$. Write $T_{1,2}=T\pm\delta$ with $\delta=\Delta T/2$. The even powers of $\delta$ cancel in the difference:
\begin{align}
q_r&=\sigma\left[(T+\delta)^4-(T-\delta)^4\right]
=\sigma(8T^3\delta+8T\delta^3)\nonumber\\
&=4\sigma T^3\Delta T\left[1+\left(\frac{\Delta T}{2T}\right)^2\right].
\end{align}
For a small difference the coefficient is thus
\begin{equation}
h_r=4\sigma T^3 .
\end{equation}
At 1300 K, $h_r=4(5.670\times10^{-8})(1300)^3=498$ W/(m$^2$ K).

For surfaces at 1310 and 1290 K, the relative correction in the bracket is $(10/1300)^2=5.9\times10^{-5}$. It is this small because $T$ is the mean temperature; expansion about either surface temperature would leave a term of first order in $\Delta T$. The radiative flux is 9.97 kW/m$^2$, a small difference between opposed emissions of 167 and 157 kW/m$^2$.

\section*{The conduction coefficient}

In steady conduction the flux $q_c=-k(T')\,dT'/dy$ is the same at every height $y$, where $T'$ is the local gas temperature. Integrating across the gap gives
\begin{equation}
q_cd=\int_{T_2}^{T_1}k(T')\,dT'=\bar k\,\Delta T,
\qquad h_c=\frac{\bar k}{d}.
\end{equation}
Here $\bar k$ is the average over temperature. For a small difference it is $k(T)$ to leading order. A rough value for hydrogen near 1300 K is 0.5 W/(m K), so
\begin{equation}
h_c=\frac{0.5}{0.01}=50\ \mathrm{W/(m^2\,K)},\qquad
\frac{h_r}{h_c}=\frac{4\sigma T^3d}{k}=9.97 .
\end{equation}
Radiation carries about ten times as much heat as conduction. The ratio is only as good as $k$: a kinetic-theory estimate of 0.53 W/(m K) lowers it to about 9.4. With the 20 K difference, conduction supplies 1.00 kW/m$^2$, about a tenth of the radiative flux.

\section*{How the ratio scales}

The ratio is proportional to the gap, because $h_r$ does not depend on $d$ while $h_c$ falls as $1/d$. The two coefficients are equal at
\begin{equation}
d_*=\frac{k}{4\sigma T^3}=\frac{0.5}{498.3}\ \mathrm{m}=1.0\ \mathrm{mm}.
\end{equation}
Below this gap, at the same temperature, conduction is the larger. At 0.1 mm it exceeds black-surface radiation tenfold.

At fixed gap and constant $k$ the ratio grows as $T^3$. Setting it to one gives
\begin{equation}
T_*=\left(\frac{k}{4\sigma d}\right)^{1/3}=604\ \mathrm K
\end{equation}
for the 1 cm gap. The conductivity of the gas falls on cooling, however. Let $k=k_0(T/T_0)^n$, with $T_0=1300$ K and a rough exponent $n=0.7$. Then
\begin{equation}
\frac{h_r}{h_c}=9.97\left(\frac{T}{T_0}\right)^{3-n},
\qquad
T_*=T_0\,(9.97)^{-1/(3-n)}=478\ \mathrm K .
\end{equation}
The crossover moves down because the weaker conduction at low temperature lets radiation stay ahead for longer. Both values hold for black surfaces only. Lightly doped silicon at 500 to 600 K has too few free carriers to be opaque in the infrared, so its emissivity lies far below the value at 1300 K, and for such a wafer conduction stays ahead to higher temperatures.

\section*{A cold wall is a different case}

Suppose the wafer is at 1300 K and the opposite surface at 300 K. The linearised coefficient no longer applies. Factorising the difference of fourth powers gives the coefficient for any two temperatures,
\begin{equation}
h_r^{\rm cold}=\sigma(T_1+T_2)(T_1^2+T_2^2).
\end{equation}
The numbers give $\sigma(1600)(1.78\times10^6)=161.5$ W/(m$^2$ K), about a third of $4\sigma T_1^3$. In the limit $T_2\to0$ it would be a quarter. The flux is large, 161.5 kW/m$^2$, but it is divided by a difference of 1000 K.

Conduction needs the averaged conductivity. With the same power law,
\begin{equation}
\bar k=\frac{k_0}{T_0^n}\,
\frac{T_1^{n+1}-T_2^{n+1}}{(n+1)(T_1-T_2)}=0.351\ \mathrm{W/(m\,K)},
\end{equation}
so $h_c=35.1$ W/(m$^2$ K) and the ratio is 4.6. Both coefficients fall, the radiative one by the larger factor.

\section*{Grey surfaces}

Real surfaces reflect. Let them be opaque, with emissivities $\varepsilon_1$ and $\varepsilon_2$ independent of wavelength, direction and temperature. Each then absorbs the same fraction of incident radiation as it would emit relative to a black surface.

Surface 1 emits $\varepsilon_1\sigma T_1^4$. Surface 2 absorbs the fraction $\varepsilon_2$ at the first arrival. A round trip of two reflections multiplies what remains by $(1-\varepsilon_2)(1-\varepsilon_1)$. The total absorbed by surface 2 is $F\sigma T_1^4$, with
\begin{align}
F&=\varepsilon_1\varepsilon_2\sum_{m\ge0}
\left[(1-\varepsilon_1)(1-\varepsilon_2)\right]^m
=\frac{\varepsilon_1\varepsilon_2}
{\varepsilon_1+\varepsilon_2-\varepsilon_1\varepsilon_2}\nonumber\\
&=\frac{1}{1/\varepsilon_1+1/\varepsilon_2-1}.
\end{align}
The expression is symmetric, so the return flow has the same factor and the net flux is $F\sigma(T_1^4-T_2^4)$.

With rough emissivities of 0.7 for the wafer and 0.85 for the plate, $F=0.623$. The coefficient drops to 310 W/(m$^2$ K) and the ratio to 6.2. The crossover gap rises to $1.0/0.623=1.6$ mm.

This matters for thermometry. Fix the mean temperature at 1300 K and the total flux at 10.97 kW/m$^2$. Black surfaces then differ by 20 K, but these grey ones differ by $10.97/(0.310+0.050)=30$ K. A sensor in the plate therefore does not give the wafer temperature unless the emissivities, the gas conductance $k/d$ and the flux are all known. A pyrometer aimed at the wafer avoids this particular inference, but it needs the wafer's emissivity at its own wavelength and a correction for radiation from the hot plate that the wafer reflects. Left uncorrected, this reflected part can shift the reading by more than the 30 K at issue.

\section*{Radiation escaping at the rim}

A wafer of radius $R=100$ mm is wide compared with the gap, but some radiation escapes sideways. Take a point at distance $x$ from a straight edge, below which the opposite plate also ends. For a black emitter the flux in solid angle $d\Omega$ is proportional to $\cos\theta\,d\Omega$. This is the area that the patch of directions covers when the unit hemisphere is projected onto the surface, so the emitted flux is spread uniformly over a unit disc with coordinates $(s_x,s_y)$.

A ray towards the edge travels sideways by $d\,s_x/\sqrt{1-s_x^2-s_y^2}$ while crossing the gap. It just reaches the edge when this equals $x$, or
\begin{equation}
\frac{s_x^2}{b^2}+s_y^2=1,\qquad b=\frac{x}{\sqrt{x^2+d^2}} .
\end{equation}
This is half an ellipse of area $\pi b/2$ inside a half disc of area $\pi/2$. The rays between them escape, a fraction $(1-b)/2$ of the total. Integration over the strip gives
\begin{equation}
\int_0^\infty\frac12\left(1-\frac{x}{\sqrt{x^2+d^2}}\right)dx
=\frac12\left[x-\sqrt{x^2+d^2}\right]_0^\infty=\frac d2 .
\end{equation}
For $d\ll R$ the rim is nearly straight. Multiplying by the circumference and dividing by the area gives the lost fraction
\begin{equation}
\frac{2\pi R}{\pi R^2}\,\frac d2=\frac dR=0.10 .
\end{equation}
Following a million random rays between the two discs gives 0.095.

If the surroundings are black and at 300 K, the wafer loses through the rim an area-averaged flux of about $0.095\times161.5=15$ kW/m$^2$. That exceeds the 10 kW/m$^2$ exchanged with the plate, although only a tenth of the rays escape: the exchange is a small difference of large emissions, and the escaping rays have almost nothing to balance them. The loss is concentrated within a distance of order $d$ from the edge. The estimate for wide plates thus needs side walls close to the wafer temperature, or a plate that extends well beyond the wafer's edge. For an extension of $5d$, the strip integral starts at $x=5d$ and gives a lost fraction of 0.0099, or 1.6 kW/m$^2$. This is somewhat too high. The strip integral runs to infinity, but the wafer ends at its centre, $x=15d$; stopping there gives 0.0066. Weighting each ring by its own, shorter length lowers this to 0.0044, and the extra escape past the curved edge of the plate adds about 0.0035. The exact view factor between coaxial discs gives 0.0079, or 1.3 kW/m$^2$. Even then the loss is more than a tenth of the exchange with the plate.

\section*{Moving gas}

Let hydrogen enter at $T_{\rm in}=300$ K, with no heating before the gap, and leave at 1300 K. In a channel of length $L=2R$ along the flow, the heat taken up per unit wafer area is
\begin{equation}
q_{\rm in}=\frac{\rho c_pUd\,(T-T_{\rm in})}{L}.
\end{equation}
Here $\rho$ and the speed $U$ refer to the hot gas; their product, the mass flux, is unchanged by heating. At 760 Torr the ideal-gas density is 0.0189 kg/m$^3$. With a rough constant $c_p=15500$ J/(kg K) and $U=0.3$ m/s,
\begin{equation}
q_{\rm in}=\frac{(0.0189)(15500)(0.3)(0.01)(1000)}{0.2}
=4.4\ \mathrm{kW/m^2}.
\end{equation}
Wafer and plate share this load. It is over four times the conductive exchange between them, so cold inflow must be counted separately.

The uptake occurs near the inlet. The thermal diffusivity is $\alpha=k/(\rho c_p)=17.1$ cm$^2$/s. The slowest temperature deviation that vanishes at both plates is $\sin(\pi y/d)$, and it decays in the time $d^2/(\pi^2\alpha)=5.9$ ms, during which the gas moves 1.8 mm (the warming length in the output, which leaves out conduction along the flow). Conduction along the flow lengthens the warming zone. For uniform speed, inserting $\sin(\pi y/d)e^{-px}$, with $x$ now measured downstream, into $U\partial_xT'=\alpha(\partial_x^2+\partial_y^2)T'$ gives
\begin{equation}
p^2+\frac U\alpha p-\frac{\pi^2}{d^2}=0 .
\end{equation}
With $U/\alpha=176$ m$^{-1}$ and $\pi/d=314$ m$^{-1}$, the positive root is $p=238$ m$^{-1}$, a decay length of 4.2 mm. A parabolic speed profile raises this to about 4.6 mm. The initial deficit of 1000 K must fall far below the 20 K between the plates, which takes some seven decay lengths: the wafer loses heat to the gas over roughly the first 20 mm, and the conductive flux comes within ten percent of its resting value after about 30 mm. Over the rest of the 200 mm the resting-gas profile, and with it $h_c$, is recovered.

Once the gas has warmed, buoyancy is weak between plates that differ by 20 K. The following estimate does not cover the inlet, where the gas is up to 1000 K colder than the plates and buoyant flow can be comparable with the throughflow. Consider a vertical gap heated from one side, with $s=y/d$ running from $-1/2$ to $1/2$. At constant pressure the gas density is lower by the fraction $s\Delta T/T$, and the balance of viscous force and buoyancy is
\begin{equation}
\frac{d^2v}{ds^2}=-Cs,\qquad C=\frac{g\,\Delta T\,d^2}{T\nu},
\end{equation}
with $\nu$ the kinematic viscosity. The solution vanishing at both walls is $v=C(s/24-s^3/6)$. It peaks at $s=1/\sqrt{12}$ with the value $C/(72\sqrt3)$. In units of the diffusion speed $\alpha/d$ the peak is ${\rm Ra}/(72\sqrt3)$, where ${\rm Ra}=g\Delta Td^3/(T\nu\alpha)$. A rough viscosity of $2.4\times10^{-5}$ Pa s gives ${\rm Ra}=0.07$ and a peak of $5.6\times10^{-4}$.

For a horizontal gap heated from below, a rising disturbance of speed $w$ carries an excess temperature of order $w\,\Delta T\,d/(\pi^2\alpha)$. Counting only variation across the gap, the buoyancy of that excess sustains a speed $w\,{\rm Ra}/\pi^4$. This is an overestimate, since the flow must also turn and stick to the plates; the full linear problem gives at most $w\,{\rm Ra}/1708$. Either value is far below $w$, so the disturbance dies out.

\section*{Small lengths and the wafer itself}

Conduction with a fixed $k$ requires many molecular collisions across the gap. The difference of two independent thermal velocities has twice the variance of one, so the mean relative speed is $\sqrt2$ times the mean speed. A molecule of diameter $D$ in a gas of number density $P/(k_BT)$ then has the mean free path
\begin{equation}
\lambda=\frac{k_BT}{\sqrt2\,\pi D^2P}=0.55\ \mu\mathrm m
\end{equation}
for a rough $D=0.27$ nm. This is $5.5\times10^{-5}$ of the gap. It grows as $1/P$, so low pressure and narrow gaps together can break the assumption.

The thermal wavelength $hc/(k_BT)$ is 11 $\mu$m, far shorter than 1 cm, which justifies treating radiation as rays. Inside the wafer, 0.775 mm thick with a rough conductivity of 25 W/(m K), the total flux of 10.97 kW/m$^2$ produces a drop of 0.34 K, small beside 20 K.

\section*{Comparison with real reactors}

Hydrogen near atmospheric pressure and temperatures around 1300 K belong to silicon epitaxy. A gap of 1 cm with a difference of only 20 K suits a chamber whose walls are all hot. Consider instead a wafer lying on a heated support in a cold-walled chamber, with a gap of 0.1 mm below it. Its upper face, with emissivity 0.7 and black surroundings at 300 K, loses $0.7\times161.5=113$ kW/m$^2$ by radiation; the further loss to the gas above is left out. Across 0.1 mm of gas the combined coefficient is $5000+310=5310$ W/(m$^2$ K), and the support need be only about 21 K hotter than the wafer's lower face. At this flux a further 3.5 K drops across the wafer itself. This neglects the temperature jumps where the gas meets the two surfaces, which in so narrow a gap can lower the conduction by a few percent, or by more than ten percent if the molecules exchange energy poorly with the surfaces. Across 1 cm the linear estimate would demand $113/0.360\approx310$ K, too large a difference for the linear formula to be more than a guide; with the wafer held at 1300 K, the full fourth-power law and the averaged conductivity give about 244 K. With the 0.1 mm gap the temperature difference stays small, but the order of the two mechanisms is reversed: conduction then exceeds grey radiation by a factor of about 16. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
mean temperature: 1300 K
surface temperatures: 1310 and 1290 K
gas conductivity: 0.50 W/(m K)
gap: 1.0 cm
black emission at mean T: 161.95 kW/m2
mode-sum emission / sigma T^4: 0.99857
radiative coefficient: 498.3 W/(m2 K)
conduction coefficient: 50.0 W/(m2 K)
radiation / conduction: 9.97
radiative flux: 9.967 kW/m2
conductive flux: 1.000 kW/m2
relative linearisation correction: 5.92e-05
crossover gap at mean T: 1.003 mm
crossover T, constant k: 604 K
rough exponent of k with T: 0.7
crossover T, variable k: 478 K
cold-wall temperature: 300 K
cold-wall radiative coefficient: 161.5 W/(m2 K)
cold-wall average k: 0.351 W/(m K)
cold-wall conduction coefficient: 35.1 W/(m2 K)
cold-wall ratio: 4.60
rough emissivities, wafer, plate: 0.7, 0.85
grey exchange factor: 0.623
grey radiative coefficient: 310 W/(m2 K)
grey ratio: 6.21
wafer radius: 100 mm
edge loss, estimate d/R: 0.100
edge loss, sampled rays: 0.095
edge flux to cold surroundings: 15.4 kW/m2
gas pressure: 760 Torr
rough gas heat capacity: 15500 J/(kg K)
rough gas viscosity: 2.4e-05 Pa s
gas density: 0.0189 kg/m3
gas thermal diffusivity: 17.1 cm2/s
inflow speed: 0.3 m/s
gas warming time: 5.94 ms
gas warming length: 1.78 mm
heat uptake of cold inflow: 4.39 kW/m2
Rayleigh number: 0.070 (dimensionless)
slot speed * gap / diffusivity: 5.6e-04
rough molecule diameter: 0.27 nm
mean free path: 0.55 um
mean free path / gap: 5.5e-05
thermal wavelength hc/(k_B T): 11.1 um
wafer thickness: 0.775 mm
rough silicon conductivity: 25 W/(m K)
temperature drop in wafer: 0.34 K
\end{verbatim}
